Fermi Level of Uncompensated Boron-Doped Silicon near Absolute Zero

**Question**

The neutral bulk beneath a cryogenic MOS device is p-type silicon doped uniformly with N_A boron atoms per unit volume. Except in part (f), there are no donors. The crystal is in thermal equilibrium, and the acceptors are independent of one another. Up to part (f), each binds at most one hole.

Electron energies are measured upward from the valence edge. The Fermi level is E_F, the acceptor level is E_A, and k is Boltzmann's constant. A neutral acceptor has g = 4 equivalent ground states; an ionized one has a single state. For numbers, take E_A = 45 meV, N_A = 10¹⁶ cm⁻³ and a hole density-of-states mass m = 0.6 m₀, where m₀ is the free-electron mass.

(a) Find the density of ionized acceptors N_A⁻ as a function of E_F.

(b) Write the neutrality condition and solve it for the hole density p.

(c) Find E_F at low temperature and its limit as T → 0. Explain the limit physically.

(d) From which side is the limit approached?

(e) Evaluate E_F and p at 4.2 K. Does the result make sense for a sample containing, on average, less than one free hole?

(f) A small donor density N_D is added. Find the new Fermi level and its zero-temperature limit. How far does N_D = 10¹² cm⁻³ move the flat-band voltage at 4.2 K?

(g) A neutral acceptor can bind a second hole with an energy E₊ of roughly 2 meV. How does this change the answer to (c)? Assess the other main assumptions.

**Model answers**

**(a) Ionized acceptors**

An ionized acceptor holds one electron more than a neutral one, and that electron costs energy E_A. In equilibrium with a reservoir at Fermi level E_F, the statistical weights are

neutral: g

ionized: exp[−(E_A − E_F)/kT].

The ionized fraction is the second weight divided by the sum of both. Dividing numerator and denominator by the second weight gives

N_A⁻ = N_A / {1 + g exp[(E_A − E_F)/kT]}.

The factor g favours the neutral state because a bound hole can be placed in any of g states.

**(b) Neutrality and the hole density**

For a parabolic valence band, let ε be the hole energy measured downward from the edge. The density of states, including spin, is

D(ε) = (1/2π²)(2m/ħ²)^(3/2) √ε.

A hole state is occupied with probability 1/{1 + exp[(ε + E_F)/kT]}. If E_F ≫ kT, this becomes exp[−(ε + E_F)/kT]. The remaining integral is

∫₀^∞ √ε exp(−ε/kT) dε = (√π/2)(kT)^(3/2),

so that

p = N_v exp(−E_F/kT), N_v = 2[mkT/(2πħ²)]^(3/2).

The same approximation for conduction electrons gives

n/p = (N_c/N_v) exp[−(E_g − 2E_F)/kT],

where N_c is the effective conduction density of states and E_g the gap. With E_g about 1.17 eV and E_F below 0.05 eV, the exponent exceeds 1 eV/kT in magnitude. Electrons are therefore negligible at the temperatures considered here, and neutrality reads p = N_A⁻.

To eliminate E_F, use exp(−E_F/kT) = p/N_v:

g exp[(E_A − E_F)/kT] = g exp(E_A/kT) p/N_v = p/p₁,

where

p₁ = (N_v/g) exp(−E_A/kT).

Neutrality becomes p = N_A/(1 + p/p₁). Multiplying by p₁ + p gives

p² + p₁p − p₁N_A = 0.

The positive root is

p = [−p₁ + √(p₁² + 4p₁N_A)]/2.

Multiplying and dividing by p₁ + √(p₁² + 4p₁N_A) avoids the subtraction of nearly equal numbers when p₁ is large:

p = 2N_A / [1 + √(1 + 4N_A/p₁)].

If p₁ ≫ N_A, the square root tends to 1 and p → N_A: the acceptors are fully ionized, and E_F = kT ln(N_v/N_A). Cooling leads to the opposite regime.

**(c) The low-temperature limit**

As T → 0, the exponential in p₁ makes p₁ ≪ N_A. The square root in the last formula then becomes 2√(N_A/p₁), which is much greater than 1, and

p ≈ p₀ = √(p₁N_A) = √(N_vN_A/g) exp[−E_A/(2kT)].

Since E_F = kT ln(N_v/p),

E_F = kT ln{√(gN_v/N_A) exp[E_A/(2kT)]}

E_F = E_A/2 + (kT/2) ln(gN_v/N_A).

The second term contains a logarithm that diverges as T → 0, because N_v ∝ T^(3/2). The whole term is therefore the sum of a part proportional to T, which vanishes, and a part proportional to T ln T. Setting T = e^(−u) in any fixed temperature unit gives T ln T = −u e^(−u), which vanishes as u → ∞. Therefore

E_F → E_A/2 = 22.5 meV as T → 0.

In atomic units this is 8.27 × 10⁻⁴ hartree. The values of g, N_A and m affect the approach but not the limit, provided they are fixed and nonzero. The approximation E_F ≫ kT used in (b) also becomes better on cooling, so the solution is consistent.

At T = 0 the valence band is full and every acceptor is neutral. The highest filled one-electron states lie at the valence edge, and the lowest empty ones lie at E_A. A thermal excitation moves an electron between them, creating one hole and one ionized acceptor. Equal numbers of the two require their exponential factors, exp(−E_F/kT) and exp[−(E_A − E_F)/kT], to have equal exponents in the limit. This places E_F midway, as in an intrinsic semiconductor whose gap is E_A.

**(d) The direction of approach**

Define T₀ by gN_v(T₀) = N_A. Because N_v ∝ T^(3/2), gN_v/N_A = (T/T₀)^(3/2), and the low-temperature law becomes

E_F − E_A/2 = (3/4)kT ln(T/T₀).

This is positive above T₀ and negative below it. The limit is therefore approached from below. The derivative is

dE_F/dT = (3k/4)[ln(T/T₀) + 1],

which vanishes at T_min = T₀/e. The second derivative, 3k/(4T), is positive, so this is a minimum, with

E_F(T_min) = E_A/2 − (3/4)kT_min.

At 4.2 K, N_v = 1.932 × 10¹⁶ cm⁻³, hence gN_v/N_A = 7.73. It follows that

T₀ = 4.2 K / 7.73^(2/3) = 1.07 K, T_min = 0.395 K.

The minimum is only 0.026 meV below E_A/2. It is a property of the ideal model, and the effects in (f) and (g) are far larger.

**(e) The numbers at 4.2 K**

Here kT = 0.3619 meV, so

E_F = 22.5 + (0.3619/2) ln 7.73 = 22.5 + 0.37 = 22.87 meV.

The hole density is

p = 1.932 × 10¹⁶ × exp(−22.87/0.3619) ≈ 7 × 10⁻¹² cm⁻³.

One thermal hole would be expected in a cube about 52 m on a side. The formula must therefore be justified without assuming that a wafer contains many holes.

Consider a sample of volume V with M = N_AV acceptors. At low temperature, keep the least excited states for each net charge. If one electron has been removed, all acceptors are neutral and one hole is in the band. If one electron has been added, one acceptor is ionized. The partition functions are

Z₊₁ = g^M N_vV

Z₋₁ = M g^(M−1) exp(−E_A/kT).

Contact with a reservoir multiplies them, relative to the neutral sample, by exp(−E_F/kT) and exp(E_F/kT). Zero average charge requires the two resulting weights to be equal:

Z₊₁ exp(−E_F/kT) = Z₋₁ exp(E_F/kT).

Taking logarithms,

E_F = (kT/2) ln(Z₊₁/Z₋₁) = (kT/2) ln[(gN_v/N_A) exp(E_A/kT)].

This is the law of part (c), and the volume has cancelled. Using N_vV for the band assumes a sample much wider than the thermal wavelength of a hole, h/√(2πmkT), which is about 47 nm at 4.2 K. A small sample is almost always in its neutral ground configuration; E_F is the reservoir level at which its rare positive and negative fluctuations balance.

A direct sum over all allowed distributions illustrates the point. Take 50 acceptors, 500 band states at the valence edge and E_A/kT = 30. Held at exactly zero charge, the system has a mean of only 5.85 × 10⁻¹⁰ holes. In contact with a reservoir at E_F the mean is the square root of this, 2.4 × 10⁻⁵, which is the value given by the formula for p₀ in (c). When p₀V ≪ 1, that formula therefore describes a sample that exchanges charge with a reservoir; an isolated neutral one holds only about (p₀V)² holes. The sum gives E_F/kT = 16.844, the same to these digits as 15 + ½ ln(4 × 500/50).

The table shows how far the bulk is from the limit at higher temperatures. Its values come from a numerical solution of neutrality, with the full Fermi occupation of the valence band and with electrons included.

| T (K) | E_F (meV) | N_A⁻/N_A |
|---|---|---|
| 1.0 | 22.50 | 10⁻¹¹⁴ |
| 4.2 | 22.87 | 7.0 × 10⁻²⁸ |
| 20 | 26.28 | 4.8 × 10⁻⁶ |
| 77 | 44.44 | 0.19 |

The value at 77 K lies near E_A because E_F is rising through that energy on warming. It is not pinned there.

**(f) Residual donors**

Donor levels lie near the conduction edge, far above E_F, so the donors are ionized. Neutrality becomes

p + N_D = N_A⁻.

The relation N_A⁻ = N_A/(1 + p/p₁) from (b) still holds. If N_D ≪ N_A and the temperature is low enough that few acceptors are ionized, then p ≫ p₁ and N_A⁻ ≈ p₁N_A/p = p₀²/p. Thus

p(p + N_D) = p₀²

p = −N_D/2 + √(N_D²/4 + p₀²).

With x = N_D/(2p₀), this is p = p₀[√(1 + x²) − x]. The bracket is the reciprocal of √(1 + x²) + x, because their product is 1. Since ln[√(1 + x²) + x] = asinh x, the relation E_F = kT ln(N_v/p) gives

E_F = E_F⁽⁰⁾ + kT asinh[N_D/(2p₀)],

where E_F⁽⁰⁾ is the uncompensated value at the same temperature.

For N_D ≪ p₀ the shift is kTN_D/(2p₀), which is small. For N_D ≫ p₀, p ≈ p₀²/N_D and

E_F ≈ kT ln(N_vN_D/p₀²) = E_A + kT ln(gN_D/N_A).

To find the zero-temperature limit for any fixed 0 < N_D < N_A, return to the full neutrality equation. Multiplying it out gives

p² + p(p₁ + N_D) = p₁(N_A − N_D).

All terms on the left are positive, so p < p₁(N_A − N_D)/N_D, which tends to zero. Then N_A⁻ → N_D, and (a) gives

g exp[(E_A − E_F)/kT] → (N_A − N_D)/N_D.

The right side is finite and positive, so (E_A − E_F)/kT stays finite and E_F → E_A. The half-way limit thus requires N_D = 0 before T → 0. With donors present, some acceptors remain ionized at T = 0. For independent acceptors, filled and empty states then coexist at E_A, and the Fermi level must lie there. Coulomb interactions lower this limit, as part (g) describes.

At 4.2 K the numerical solution gives:

| N_D (cm⁻³) | E_F (meV) |
|---|---|
| 7 × 10⁻¹² (= p₀) | 23.04 |
| 1 | 32.17 |
| 10⁶ | 37.17 |
| 10¹² | 42.17 |

The last three rows follow the logarithmic law: a factor of 10⁶ in N_D adds 0.3619 × ln 10⁶ = 5.0 meV. These are bulk results, for samples large enough to contain many donors.

The silicon work function is χ + E_g − E_F, where χ is the electron affinity measured from the conduction edge. For gate work function Φ_m and fixed oxide charge, the flat-band voltage contains the term

(Φ_m − χ − E_g + E_F)/e.

With the gate, oxide charge, χ and E_g held fixed, 10¹² donors per cm³ therefore raise it by

(42.17 − 22.87) meV/e = 19.3 mV.

On cooling, the donors take over when p₀ falls to N_D, at about 26 K. Numerical minimization between 5 and 77 K puts the lowest Fermi level of this doped bulk at 28.8 meV, near 26.5 K. Below that temperature it rises, toward E_A in the independent-acceptor model, so it never comes near 22.5 meV.

**(g) A second bound hole and other assumptions**

Return to N_D = 0. Two holes on one acceptor can occupy the four ground states in g₂ = 4 × 3/2 = 6 ways, if interactions do not split these combinations. Relative to the neutral weight g, the positively charged state has weight g₂ exp[(E₊ − E_F)/kT], since binding the second hole lowers its energy by E₊. When most acceptors are neutral,

N_A⁺ = N_A(g₂/g) exp[(E₊ − E_F)/kT]

N_A⁻ = (N_A/g) exp[(E_F − E_A)/kT].

Neutrality is p + N_A⁺ = N_A⁻. Multiplying every term by (g/N_A) exp[(E_A + E_F)/kT] gives

exp(2E_F/kT) = (gN_v/N_A) exp(E_A/kT) + g₂ exp[(E_A + E₊)/kT].

The second term dominates as T → 0 because its exponent is larger. Taking the logarithm,

E_F → (E_A + E₊)/2 = 23.5 meV.

The cheapest excitation now moves an electron from one neutral acceptor to another, which costs E_A − E₊, and E_F lies midway between those two levels. At 4.2 K the full solution gives 23.83 meV, about 1 meV above the single-hole result. "Half the acceptor energy" is therefore the limit of the single-hole model.

The chosen doping and donor density are illustrative. Of the changes evaluated here at 4.2 K, the largest comes from residual donors: 10¹² per cm³ move E_F by about 19 meV. If the acceptors are placed at random, the chance that none lies within a distance r of a donor is exp(−4πN_Ar³/3), which falls to one half at r = 25.5 nm. At that distance, with relative permittivity 11.7, two elementary charges interact with an energy of 4.8 meV. In the compensated bulk of (f), an ionized acceptor can lie about this far from a donor, so this energy indicates the scale of the interactions that the independent-acceptor model omits there. The acceptors closest to the donors are ionized first. For weak compensation this lowers the zero-temperature Fermi level by about 0.61 e²/(4πεr_D), where ε is the permittivity and r_D = (4πN_A/3)^(−1/3) = 28.8 nm. The limit is then near E_A − 2.6 meV = 42.4 meV instead of E_A. At 4.2 K and N_D = 10¹² cm⁻³ an estimate for randomly placed acceptors gives about 41.6 meV instead of 42.17 meV, so the last digits of 19.3 mV belong to the model only. Raising the hole mass to 0.8 m₀ changes the uncompensated E_F by 0.08 meV at 4.2 K and 1.6 meV at 77 K. Excited states of the bound hole, roughly 20 to 40 meV above the ground state, are also omitted. They are negligible at 20 K and below, and raise E_F by roughly 0.1 meV at 77 K.

The result also fails when acceptor states overlap strongly enough to form a conducting impurity band, since E_A is then no longer a sharp level. It applies to the neutral bulk in equilibrium, not to the depletion layer under the gate, where the field changes the acceptor charge. Nor does it apply to a bulk under illumination or one that has not equilibrated after cooling.

For the donor-free bulk at 4.2 K the last condition needs care. If holes are captured by ionized acceptors at a rate Bp² per unit volume, p falls as 1/(Bt), but this law holds only while the sample contains many holes. In a well-mixed sample of volume V the last hole is captured after a time of order V/B. For a 55 cm³ wafer this is about 10 minutes with an assumed B = 0.1 cm³/s and about two months with B = 10⁻⁵ cm³/s. The much longer time 1/(Bp₀) applies only to samples with V ≫ 1/p₀. The value 22.87 meV also requires N_D ≪ p₀, far less than one donor per wafer. It is thus an ideal reference, and the 19.3 mV in (f) is measured from that reference. If the second hole is allowed, the reference is 23.83 meV and the shift is 18.3 mV.

Numerical values quoted here were computed with a short program.
